# Specimen tilt and apparent oxygen displacements in ferroelectric hafnia: test program

```python
"""
Result under test: a column of length t tilted by theta from the beam is
sheared in projection by Delta = t*theta (0.5 angstrom for 10 nm, 5 mrad).
This is comparable with the polar oxygen displacement u = P*Omega/(4*Z*e) of
ferroelectric hafnia, but it is common to all columns. A false O-Hf relative
displacement is theta*(<z>_O - <z>_Hf), with <z> the signal-weighted depth.
P: polarization, Omega: cell volume, Z: effective oxygen charge magnitude.
Lengths inside the program are in angstrom unless a name says otherwise.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.fft import fft2, ifft2
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation

# Inputs: rough typical values for a ferroelectric hafnia specimen
thickness = 100.0
tilt = 5e-3
hf_spacing, o_spacing = 5.0, 2.5
polarization = 0.50            # C/m^2
cell_volume = 130.0            # angstrom^3
oxygen_charge = 2.5
vibration = 0.08
beam_volts = 200e3
aperture = 25e-3               # probe semi-angle, rad
atten_hf, atten_o = 50.0, 200.0
profile_width = 0.30           # rms width of an untilted column image

shear = thickness * tilt
blur = shear / np.sqrt(12)

# Geometry: rotate explicit atoms in three dimensions
azimuth = np.radians(60)
atoms = np.zeros((41, 3))
atoms[:, 2] = np.linspace(0, thickness, 41)
for phi in (0.0, azimuth):
    axis = np.array([-np.sin(phi), np.cos(phi), 0.0])
    turned = Rotation.from_rotvec(tilt * axis).apply(atoms)
    assert abs(np.ptp(turned[:, 0]) - shear * np.cos(phi)) < 1e-4
small_angle_error = np.tan(tilt) / tilt - 1
assert abs(small_angle_error / (tilt**2 / 3) - 1) < 1e-3


def depths(spacing):
    return (np.arange(round(thickness / spacing)) + 0.5) * spacing


def image_moments(spacing, attenuation=None):
    """Centroid and variance of a summed image of a tilted column."""
    x = np.linspace(-3, 4, 7001)
    z = depths(spacing)
    weight = np.ones_like(z) if attenuation is None else np.exp(-z / attenuation)
    image = sum(w * np.exp(-(x - tilt * zz)**2 / (2 * profile_width**2))
                for w, zz in zip(weight, z))
    centre = np.sum(x * image) / np.sum(image)
    return centre, np.sum((x - centre)**2 * image) / np.sum(image)


centre_o, variance_o = image_moments(o_spacing)
centre_hf, _ = image_moments(hf_spacing)
blurred_width = np.sqrt(profile_width**2 + blur**2)
assert abs(np.sqrt(variance_o) - blurred_width) < 1e-4
assert abs(centre_o - shear / 2) < 1e-6
assert abs(centre_o - centre_hf) < 1e-6


# Unequal exponential depth weights
def mean_depth(attenuation):
    return attenuation - thickness / np.expm1(thickness / attenuation)


depth_hf, depth_o = mean_depth(atten_hf), mean_depth(atten_o)
false_exponential = tilt * (depth_o - depth_hf)
false_leading = tilt * thickness**2 / 12 * (1 / atten_hf - 1 / atten_o)
from_images = (image_moments(o_spacing, atten_o)[0]
               - image_moments(hf_spacing, atten_hf)[0])
assert abs(from_images - false_exponential) < 1e-3
s, t_sym = sp.symbols("s t", positive=True)     # s = 1/attenuation depth
z_sym = sp.symbols("z", positive=True)
series_weight = 1 - s * z_sym + s**2 * z_sym**2 / 2
top = sp.integrate(sp.expand(z_sym * series_weight), (z_sym, 0, t_sym))
bottom = sp.integrate(series_weight, (z_sym, 0, t_sym))
slope = sp.diff(top / bottom, s).subs(s, 0)
assert sp.simplify(slope + t_sym**2 / 12) == 0


# Polar displacement from polarization
def polar_displacement(charge):
    return (polarization * cell_volume * 1e-30
            / (4 * charge * const.e) * 1e10)


u_polar = polar_displacement(oxygen_charge)
u_high, u_low = polar_displacement(2.0), polar_displacement(3.0)
# Voltage of a stack of charged sheets, from Gauss's law sheet by sheet
cells, height = 12, 5.0
sheet = 4 * oxygen_charge * const.e / (cell_volume / height * 1e-20)
positions = np.array([[i * height, i * height + u_polar]
                      for i in range(cells)]).ravel() * 1e-10
charges = np.tile([sheet, -sheet], cells)
fields = np.cumsum(charges)[:-1] / const.epsilon_0
stack_voltage = np.sum(fields * np.diff(positions))
expected_voltage = polarization * cells * height * 1e-10 / const.epsilon_0
assert abs(stack_voltage / expected_voltage - 1) < 1e-9

# Relativistic electron and its phase per unit projected potential
rest = const.m_e * const.c**2
kinetic = const.e * beam_volts
momentum = np.sqrt(kinetic * (kinetic + 2 * rest)) / const.c
speed = momentum * const.c**2 / (kinetic + rest)
wavelength = const.h / momentum * 1e10
phase_constant = const.e / (const.hbar * speed) * 1e-10   # rad/(V angstrom)


def axial_intensity(z):
    a = np.pi * aperture**2 * z / wavelength
    real = quad(lambda y: np.cos(a * y), 0, 1)[0]
    imag = quad(lambda y: np.sin(a * y), 0, 1)[0]
    return real**2 + imag**2


field_depth = 2 * brentq(lambda z: axial_intensity(z) - 0.5, 1.0,
                         1.5 * wavelength / aperture**2)

# Moliere screened atomic potential
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # V angstrom
bohr = const.physical_constants["Bohr radius"][0] * 1e10
moliere = ((0.10, 6.0), (0.55, 1.2), (0.35, 0.3))
box = 10.0


def screening(Z):
    return 0.8853 * bohr * Z**(-1 / 3)


def fourier_grid(n):
    k = np.fft.fftfreq(n, box / n)
    kx, ky = np.meshgrid(k, k, indexing="ij")
    k2 = kx**2 + ky**2
    return kx, k2, k2 < (n / (3 * box))**2


def potential_fourier(Z, k2, keep):
    q2 = (2 * np.pi)**2 * k2
    total = sum(c / (q2 + (b / screening(Z))**2) for c, b in moliere)
    return (4 * np.pi * coulomb * Z * total
            * np.exp(-q2 * vibration**2 / 2) * keep)


# Fourier-built projected potential against quadrature along the beam
kx, k2, keep = fourier_grid(128)
projected = ifft2(potential_fourier(8, k2, keep)).real * 128**2 / box**2
radius = 13 * box / 128


def oxygen_potential(z):
    r = np.hypot(radius, z)
    return coulomb * 8 / r * sum(c * np.exp(-b * r / screening(8))
                                 for c, b in moliere)


direct = 2 * quad(oxygen_potential, 0, 20, limit=200)[0]
assert abs(projected[13, 0] / direct - 1) < 0.03

probe_x = np.linspace(-0.6, 0.6, 13)


def scan_column(Z, spacing, angle, focus, n=128, strength=1.0):
    """Localized signal against probe position; origin at mid-depth column."""
    kx, k2, keep = fourier_grid(n)
    v_fourier = strength * potential_fourier(Z, k2, keep)
    detector = np.exp(-(2 * np.pi)**2 * k2 * vibration**2 / 2)
    full = np.exp(-1j * np.pi * wavelength * spacing * k2) * keep
    half = np.exp(-1j * np.pi * wavelength * spacing / 2 * k2)
    pupil = ((k2 < (aperture / wavelength)**2)
             * np.exp(1j * np.pi * wavelength * focus * k2))
    wave_k = (pupil * half)[None] * np.exp(
        -2j * np.pi * kx[None] * probe_x[:, None, None])
    start = np.sum(np.abs(wave_k)**2)
    signal = np.zeros(len(probe_x))
    for z in depths(spacing):
        shift = np.exp(-2j * np.pi * kx * angle * (z - thickness / 2))
        wave = ifft2(wave_k)
        window = ifft2(detector * shift).real
        signal += np.sum(np.abs(wave)**2 * window, axis=(1, 2))
        if strength:
            v = ifft2(v_fourier * shift).real * n**2 / box**2
            wave_k = fft2(wave * np.exp(1j * phase_constant * v)) * full
        else:
            wave_k = wave_k * full
    return signal, np.sum(np.abs(wave_k)**2) / start


def peak(signal):
    fine = np.linspace(probe_x[0], probe_x[-1], 2401)
    place = fine[np.argmax(CubicSpline(probe_x, signal)(fine))]
    assert abs(place) < 0.59, "signal peak lies outside the scan"
    return place


# Mirror symmetry without tilt
for Z, spacing in ((72, hf_spacing), (8, o_spacing)):
    straight, _ = scan_column(Z, spacing, 0.0, 0.0)
    assert np.max(np.abs(straight - straight[::-1])) < 1e-6 * straight.max()

# Without channelling, the species must peak together for either focus
free = {}
for focus in (0.0, thickness / 2):
    free_hf = peak(scan_column(72, hf_spacing, tilt, focus, strength=0)[0])
    free_o = peak(scan_column(8, o_spacing, tilt, focus, strength=0)[0])
    assert abs(free_hf - free_o) < 0.01
    free[focus] = free_o
assert abs(free[thickness / 2]) < 0.002

# With channelling
channelled = {}
for focus in (0.0, thickness / 2):
    signal_hf, kept_hf = scan_column(72, hf_spacing, tilt, focus)
    signal_o, kept_o = scan_column(8, o_spacing, tilt, focus)
    channelled[focus] = (peak(signal_hf), peak(signal_o), kept_hf, kept_o)
fine_hf = peak(scan_column(72, hf_spacing, tilt, 0.0, n=160)[0])
fine_o = peak(scan_column(8, o_spacing, tilt, 0.0, n=160)[0])
entrance = channelled[0.0]
middle = channelled[thickness / 2]
assert abs((fine_o - fine_hf) - (entrance[1] - entrance[0])) < 0.05


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Specimen thickness", thickness / 10, "nm", 1)
show("Crystal mistilt", tilt * 1e3, "mrad", 1)
show("End-to-end shear", shear, "angstrom")
show("End-to-end shear, converted", shear / 10, "nm")
show("Shear along polar axis at 60 deg azimuth",
     shear * np.cos(azimuth), "angstrom")
print(f"Relative small-angle error: {small_angle_error:.2e}")
show("Rms blur from shear", blur, "angstrom")
show("Untilted column rms width (chosen)", profile_width, "angstrom")
show("Tilted column rms width", blurred_width, "angstrom")
show("Polarization (rough)", polarization * 100, "uC/cm2", 1)
show("Cell volume (rough)", cell_volume / 1000, "nm^3")
show("Oxygen effective charge magnitude (rough)", oxygen_charge, "e", 1)
show("Polar oxygen displacement", u_polar, "angstrom")
show("Polar displacement for charge 2", u_high, "angstrom")
show("Polar displacement for charge 3", u_low, "angstrom")
show("Shear / polar displacement", shear / u_polar, "", 2)
show("Tilt for 0.1 angstrom shear", 0.1 / thickness * 1e3, "mrad", 2)
show("Attenuation depth Hf (chosen)", atten_hf / 10, "nm", 1)
show("Attenuation depth O (chosen)", atten_o / 10, "nm", 1)
show("Mean signal depth Hf", depth_hf / 10, "nm")
show("Mean signal depth O", depth_o / 10, "nm")
show("False O-Hf shift, exponential weights", false_exponential, "angstrom", 4)
show("False O-Hf shift, leading order", false_leading, "angstrom", 4)
show("Hf spacing along beam (rough)", hf_spacing / 10, "nm", 2)
show("O spacing along beam (rough)", o_spacing / 10, "nm", 2)
show("Rms vibration (rough)", vibration, "angstrom", 2)
show("Beam energy", beam_volts / 1000, "keV", 0)
show("Probe semi-angle", aperture * 1000, "mrad", 0)
show("Electron wavelength", wavelength, "angstrom", 5)
show("Probe depth of field, full width half maximum", field_depth / 10, "nm", 2)
show("No potential, entrance focus, common peak", free[0.0], "angstrom")
show("No potential, mid focus, common peak", free[thickness / 2], "angstrom")
show("Channelled Hf peak, entrance focus", entrance[0], "angstrom")
show("Channelled O peak, entrance focus", entrance[1], "angstrom")
show("False O-Hf shift, entrance focus", entrance[1] - entrance[0], "angstrom")
show("Same shift on finer grid", fine_o - fine_hf, "angstrom")
show("Channelled Hf peak, mid focus", middle[0], "angstrom")
show("Channelled O peak, mid focus", middle[1], "angstrom")
show("False O-Hf shift, mid focus", middle[1] - middle[0], "angstrom")
show("Intensity kept on grid, Hf entrance focus", entrance[2], "")
show("Intensity kept on grid, O entrance focus", entrance[3], "")
print("ALL CHECKS PASSED")
```

It prints:

```
Specimen thickness: 10.0 nm
Crystal mistilt: 5.0 mrad
End-to-end shear: 0.500 angstrom
End-to-end shear, converted: 0.050 nm
Shear along polar axis at 60 deg azimuth: 0.250 angstrom
Relative small-angle error: 8.33e-06
Rms blur from shear: 0.144 angstrom
Untilted column rms width (chosen): 0.300 angstrom
Tilted column rms width: 0.333 angstrom
Polarization (rough): 50.0 uC/cm2
Cell volume (rough): 0.130 nm^3
Oxygen effective charge magnitude (rough): 2.5 e
Polar oxygen displacement: 0.406 angstrom
Polar displacement for charge 2: 0.507 angstrom
Polar displacement for charge 3: 0.338 angstrom
Shear / polar displacement: 1.23
Tilt for 0.1 angstrom shear: 1.00 mrad
Attenuation depth Hf (chosen): 5.0 nm
Attenuation depth O (chosen): 20.0 nm
Mean signal depth Hf: 3.435 nm
Mean signal depth O: 4.585 nm
False O-Hf shift, exponential weights: 0.0575 angstrom
False O-Hf shift, leading order: 0.0625 angstrom
Hf spacing along beam (rough): 0.50 nm
O spacing along beam (rough): 0.25 nm
Rms vibration (rough): 0.08 angstrom
Beam energy: 200 keV
Probe semi-angle: 25 mrad
Electron wavelength: 0.02508 angstrom
Probe depth of field, full width half maximum: 7.11 nm
No potential, entrance focus, common peak: -0.151 angstrom
No potential, mid focus, common peak: 0.000 angstrom
Channelled Hf peak, entrance focus: -0.239 angstrom
Channelled O peak, entrance focus: -0.192 angstrom
False O-Hf shift, entrance focus: 0.047 angstrom
Same shift on finer grid: 0.047 angstrom
Channelled Hf peak, mid focus: -0.110 angstrom
Channelled O peak, mid focus: -0.021 angstrom
False O-Hf shift, mid focus: 0.089 angstrom
Intensity kept on grid, Hf entrance focus: 0.999
Intensity kept on grid, O entrance focus: 1.000
ALL CHECKS PASSED
```
